# Biaxial moduli and out-of-plane strain of (001) and (111) cubic films

## Problem

A cubic crystal film with stiffness constants $C_{11}$, $C_{12}$ and $C_{44}$ has the same strain $e$ in every direction in its plane. Its upper surface is free of stress.

1. For film normals [001] and [111], find the biaxial modulus $M$, defined by in-plane stress $=Me$, and the out-of-plane strain $e_\perp$.
2. Explain which orientation is stiffer, and examine the isotropic limit and the limits of weak and strong shear resistance.
3. Predict $e_\perp$ for germanium grown coherently on thick silicon in both orientations. Take as given the rounded inputs $a_{\rm Si}=0.543$ nm, $a_{\rm Ge}=0.566$ nm and, for germanium, $C_{11}=130$, $C_{12}=48$, $C_{44}=67$ GPa.
4. Estimate how far nonlinear elasticity, temperature and misfit dislocations limit the prediction.

## Solution

### Conventions and the free surface

Strain is measured from the film's own unstrained lattice. Expansion and tensile stress are positive. Parts 1 to 3 use linear elasticity and a uniform strain. In the cube axes, Hooke's law reads

$$
\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
\sigma_{xy}=2C_{44}\varepsilon_{xy},
$$

and likewise for the other components. The factor 2 appears because $\varepsilon_{xy}$ is the tensor shear strain, half the engineering shear strain. A stable crystal has $C_{11}>C_{12}$, $C_{44}>0$ and

$$
B\equiv C_{11}+2C_{12}>0 .
$$

Thus $B$ is three times the bulk modulus.

Let $\mathbf n$ be the unit normal. The free surface requires all three components of $\boldsymbol\sigma\mathbf n$ to vanish. In a uniform film this holds throughout the thickness. The unknowns are also three: the normal strain and two out-of-plane shears. In a stable crystal these linear equations have one solution.

Symmetry removes the shears. The stiffness is unchanged by a 90° rotation about [001] and by a 120° rotation about [111], and so is the imposed in-plane strain. The unique solution must therefore be unchanged too. An out-of-plane shear would single out a direction in the plane, which the rotation would move, so it must vanish.

The in-plane stress is isotropic for the same reason. If its two principal stresses differed, its principal axes would be one definite pair of perpendicular lines. A 120° rotation does not map that pair onto itself, and a 90° rotation exchanges the two unequal stresses. Both contradict the symmetry.

The strain is therefore

$$
\varepsilon_{ij}=e(\delta_{ij}-n_in_j)+e_\perp n_in_j ,
$$

with one unknown, $e_\perp$, fixed by zero normal stress.

This simplification depends on the normal. For the germanium constants, equal in-plane strain of a (110) film gives stress/strain ratios of 156.5 GPa along [001] and 194.1 GPa along $[1\bar10]$, so no single biaxial modulus exists. A (112) film acquires an out-of-plane tensor shear of magnitude $0.182|e|$.

### The (001) film

Here $\varepsilon_{xx}=\varepsilon_{yy}=e$ and $\varepsilon_{zz}=e_\perp$. Zero normal stress gives

$$
0=\sigma_{zz}=C_{11}e_\perp+2C_{12}e
\quad\Longrightarrow\quad
\boxed{e_\perp=-\frac{2C_{12}}{C_{11}}\,e}.
$$

The in-plane stress is

$$
\sigma_{xx}=(C_{11}+C_{12})e+C_{12}e_\perp
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .
$$

Over the common denominator, the numerator is $C_{11}^2+C_{11}C_{12}-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12})$. Hence

$$
\boxed{M_{001}=\frac{(C_{11}-C_{12})B}{C_{11}}}.
$$

### The (111) film

Now $n_in_j=1/3$ for every pair $i,j$ in the cube axes. All diagonal strains equal $d$ and all off-diagonal strains equal $o$:

$$
d=\frac{2e+e_\perp}{3},\qquad o=\frac{e_\perp-e}{3}.
$$

Hooke's law gives diagonal stresses $(C_{11}+2C_{12})d=Bd$ and off-diagonal stresses $2C_{44}o$. Projecting on $\mathbf n=(1,1,1)/\sqrt3$ adds three diagonal and six off-diagonal terms, each with weight $1/3$:

$$
\sigma_{nn}=\tfrac13\left(3Bd+6\cdot2C_{44}o\right)=Bd+4C_{44}o .
$$

Projecting on the in-plane direction $(1,-1,0)/\sqrt2$ gives

$$
\sigma_\parallel=\tfrac12\left(2Bd-2\cdot2C_{44}o\right)=Bd-2C_{44}o .
$$

Set $\sigma_{nn}=0$ and multiply by 3:

$$
B(2e+e_\perp)+4C_{44}(e_\perp-e)=0 .
$$

Collecting $e_\perp$ on one side,

$$
\boxed{e_\perp=-\frac{2(B-2C_{44})}{B+4C_{44}}\,e}.
$$

Subtracting $\sigma_{nn}=0$ from $\sigma_\parallel$ leaves $\sigma_\parallel=-6C_{44}o=2C_{44}(e-e_\perp)$. From the boxed strain,

$$
e-e_\perp=\frac{B+4C_{44}+2B-4C_{44}}{B+4C_{44}}\,e
=\frac{3B}{B+4C_{44}}\,e ,
$$

and therefore

$$
\boxed{M_{111}=\frac{6C_{44}B}{B+4C_{44}}}.
$$

### One formula, two shear moduli

Define $\mu_{001}=(C_{11}-C_{12})/2$ and $\mu_{111}=C_{44}$. For the first choice,

$$
B+4\mu_{001}=C_{11}+2C_{12}+2C_{11}-2C_{12}=3C_{11},
$$

$$
B-2\mu_{001}=C_{11}+2C_{12}-C_{11}+C_{12}=3C_{12}.
$$

Both orientations thus obey

$$
M=\frac{6\mu B}{B+4\mu},\qquad
\frac{e_\perp}{e}=-\frac{2(B-2\mu)}{B+4\mu}.
$$

The physical difference lies in the change of shape. A (001) film stretches the cube axes unequally, which $C_{11}-C_{12}$ resists. A (111) film stretches them equally and changes the angles between them, which $C_{44}$ resists. The volume change is resisted by $B$ in both cases.

At fixed $B$, differentiation gives

$$
\frac{dM}{d\mu}=\frac{6B^2}{(B+4\mu)^2}>0,\qquad
\frac{d(e_\perp/e)}{d\mu}=\frac{12B}{(B+4\mu)^2}>0 .
$$

The (111) film is therefore stiffer when $2C_{44}>C_{11}-C_{12}$. Under the same condition its ratio $e_\perp/e$, counted with its sign, is larger than that of the (001) film.

In the isotropic case, $2C_{44}=C_{11}-C_{12}$, the two shear moduli coincide and so do the results for the two films.

As $\mu\to0$, $M\to0$ and $e_\perp\to-2e$. The volume strain $2e+e_\perp$ then vanishes: shape changes cost nothing, and the film avoids the volume change that would cost energy. As $\mu\to\infty$ at fixed $B$, $e_\perp\to e$ and $M\to3B/2$. The film keeps its shape and changes only its volume. Between these limits, $e_\perp$ has the opposite sign to $e$ if $2\mu<B$.

### Germanium on silicon

Silicon and germanium share the same crystal structure. In a coherent film with the substrate's orientation, every in-plane lattice vector of germanium takes the length of the corresponding silicon vector. For either orientation,

$$
e=\frac{a_{\rm Si}}{a_{\rm Ge}}-1=\frac{0.543}{0.566}-1=-0.0406 .
$$

The film is compressed by 4.06% in its plane. With $B=130+96=226$ GPa, the (001) results are

$$
M_{001}=\frac{82\times226}{130}=142.6\ {\rm GPa},\qquad
\frac{e_\perp}{e}=-\frac{96}{130}=-0.738,
$$

$$
e_\perp=(-0.738)(-4.06\%)=+3.00\% .
$$

For (111), $B+4C_{44}=494$ GPa and $B-2C_{44}=92$ GPa, so

$$
M_{111}=\frac{6\times67\times226}{494}=183.9\ {\rm GPa},\qquad
\frac{e_\perp}{e}=-\frac{2\times92}{494}=-0.372,
$$

$$
e_\perp=(-0.372)(-4.06\%)=+1.51\% .
$$

The anisotropy ratio $2C_{44}/(C_{11}-C_{12})=134/82=1.63$ exceeds one, so (111) is the stiffer film, by a factor 1.29. In the linear theory the in-plane stresses are $-5.8$ GPa for (001) and $-7.5$ GPa for (111). With the finite strains and third-order constants introduced below, the true stresses (force per deformed area) are about 15% larger in magnitude.

Two equal in-plane stresses do work, while the normal stress does none. The energy density is therefore $\frac12(2\sigma_\parallel e)=Me^2$. With eight atoms in the unstrained volume $a_{\rm Ge}^3$, this amounts to 33 meV per atom for (001) and 43 meV for (111). These are linear values; the finite-strain energy with the third-order constants introduced below is about 9% higher in both cases.

Diffraction measures plane spacings, which can be compared with those of the substrate. The relative excess is not $e_\perp$ but

$$
\frac{d_{\rm film}}{d_{\rm Si}}-1=\frac{1+e_\perp}{1+e}-1 ,
$$

because the unstrained germanium spacing is already larger by the factor $1/(1+e)$. This gives 7.4% for the (004) planes of the (001) film and 5.8% for the (111) planes of the (111) film.

The inputs limit the precision. Varying each lattice parameter by 0.0005 nm and each stiffness by 1 GPa, in all combinations of signs, gives $e_\perp$ from 2.8 to 3.2% for (001) and from 1.4 to 1.7% for (111).

### Nonlinear elasticity

A strain of 4% is large for a linear law. For finite strain, let the in-plane and normal lengths be multiplied by $1+e$ and $1+e_\perp$, and define

$$
q=\frac{(1+e)^2-1}{2},\qquad p=\frac{(1+e_\perp)^2-1}{2}.
$$

First keep an energy quadratic in these strains, with the same stiffness constants. The free-surface condition then has its earlier form with $e\to q$ and $e_\perp\to p$. Here $q=-0.0398$. For (001), $p=0.738\times0.0398=0.0294$, so $e_\perp=\sqrt{1+2p}-1=2.90\%$. The same steps give 1.47% for (111).

Next add terms cubic in strain. With $\eta_1,\eta_2,\eta_3$ the diagonal finite strains and $\eta_4,\eta_5,\eta_6$ twice the $yz$, $xz$, $xy$ components, the added energy density is

$$
\begin{aligned}
W_3={}&\tfrac16C_{111}(\eta_1^3+\eta_2^3+\eta_3^3)+C_{123}\eta_1\eta_2\eta_3+C_{456}\eta_4\eta_5\eta_6\\
&+\tfrac12C_{112}[\eta_1^2(\eta_2+\eta_3)+\eta_2^2(\eta_1+\eta_3)+\eta_3^2(\eta_1+\eta_2)]\\
&+\tfrac12C_{144}(\eta_1\eta_4^2+\eta_2\eta_5^2+\eta_3\eta_6^2)\\
&+\tfrac12C_{155}[\eta_4^2(\eta_2+\eta_3)+\eta_5^2(\eta_1+\eta_3)+\eta_6^2(\eta_1+\eta_2)].
\end{aligned}
$$

Rough values for germanium are $C_{111}=-700$, $C_{112}=-400$, $C_{123}=-20$, $C_{144}=-20$, $C_{155}=-300$ and $C_{456}=-50$ GPa.

The free surface makes the total energy stationary in $p$ at fixed $q$. For (001), $\eta_1=\eta_2=q$, $\eta_3=p$ and the shears vanish, so

$$
C_{11}p+2C_{12}q+\tfrac12C_{111}p^2+C_{112}(q^2+2qp)+C_{123}q^2=0 .
$$

The root near the linear solution gives $e_\perp=2.92\%$.

For (111), the diagonal strains are $d=(2q+p)/3$ and the off-diagonal ones $o=(p-q)/3$. Substitution gives

$$
W_3=Kd^3+L\,d\,o^2+8C_{456}o^3,
$$

$$
K=\tfrac12C_{111}+3C_{112}+C_{123},\qquad L=6C_{144}+12C_{155}.
$$

Since $\partial d/\partial p=\partial o/\partial p=1/3$, the stationary condition is

$$
Bd+4C_{44}o+Kd^2+\tfrac13L(o^2+2do)+8C_{456}o^2=0 ,
$$

which gives $e_\perp=1.65\%$.

Relative to the linear predictions, the complete correction is about $-3\%$ for (001) and $+9\%$ for (111). These are estimates: the third-order constants are rough and fourth-order terms are absent. Writing the same third-order energy in another strain measure (logarithmic or Eulerian) changes only terms of fourth and higher order, yet it gives 2.95 to 2.99% for (001) and 1.66 to 1.67% for (111). The small (001) correction is therefore uncertain by nearly its own size. Changing each third-order constant by 10%, in all combinations of signs, moves the result by up to about 0.05 percentage points for (001) and 0.08 for (111). Together with the spread from the other inputs, this supports a prediction of about 3% for (001) and roughly 1.4 to 1.9% for (111), and nothing finer.

### Comparison with real films

The inputs are typical of the two crystals near room temperature, but the assumption of coherence fails beyond a small thickness. Suppose a dislocation relieves misfit in one in-plane direction of a (001) film of thickness $h$. The film exerts a force $M_{001}|e|h$ per unit width, so the energy released per unit dislocation length is this force times the useful Burgers component $b_u$. Equate it to a rough isotropic line energy for a 60° dislocation:

$$
M_{001}|e|h\,b_u=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].
$$

With $b=a_{\rm Ge}/\sqrt2=0.400$ nm, $b_u=b/2$, and the averaged constants $G=(C_{11}-C_{12}+3C_{44})/5=56.6$ GPa and $\nu=(B-2G)/[2(B+G)]=0.20$, the solution is $h\approx1.9$ nm, about 13 atomic layers. Continuum theory is crude at this size: the 1 in the bracket stands for the poorly known energy of the dislocation core, and replacing it by 0.5 or 2 changes $h$ to roughly 1 or 3 nm. Using the finite-strain stress, about 15% larger than $M_{001}|e|$, lowers $h$ from 1.9 to about 1.5 nm. The estimate also omits barriers to forming dislocations, which can let a film stay coherent beyond it. Germanium on Si(001) also tends to form islands after a few layers, which lets the material relax at its free sides. If a fraction $R$ of the misfit is relieved equally in both in-plane directions, the linear theory multiplies both $e$ and $e_\perp$ by $1-R$. Complete relief removes the predicted strain altogether at the temperature where the relief occurs.

For a coherent film, temperature matters less. With rough expansion coefficients of $3\times10^{-6}$/K for silicon and $6\times10^{-6}$/K for germanium, heating by 500 K changes $e$ by $-0.14$ percentage points. At fixed stiffness constants this raises $e_\perp$ by about 0.11 points for (001) and 0.05 for (111). A film that stays coherent on cooling returns to the room-temperature values. A film that relaxes fully at the growth temperature and then cools by 500 K without further relaxation is instead left in tension, with $e\approx+0.15\%$ and $e_\perp\approx-0.11\%$ for (001) or $-0.06\%$ for (111).

The substrate's own strain is negligible. A film force $f$ per unit width on a substrate of thickness $h_s$ produces a surface stress of magnitude $f/h_s$ from uniform loading and $3f/h_s$ from bending. For equal moduli the surface strain is therefore $4|e|h/h_s$, or $6\times10^{-7}$ for the 1.9 nm film on 0.5 mm of silicon. The values used here are collected in the numerical output below.

## Computed values

```
Input lattice parameters Si, Ge: 0.543, 0.566 nm
Input Ge C11, C12, C44: 130, 48, 67 GPa
B = C11+2*C12: 226 GPa
Anisotropy 2*C44/(C11-C12): 1.634 (no unit)
In-plane film strain: -4.064 %
(001) biaxial modulus: 142.6 GPa
(001) e_perp/e: -0.7385 (no unit)
(001) out-of-plane strain: 3.001 %
(001) in-plane stress: -5.79 GPa
(001) free and strained d004: 0.1415, 0.1457 nm
(001) spacing excess over Si: 7.36 %
(001) elastic energy: 33.3 meV/atom
(111) biaxial modulus: 183.9 GPa
(111) e_perp/e: -0.3725 (no unit)
(111) out-of-plane strain: 1.514 %
(111) in-plane stress: -7.47 GPa
(111) free and strained d111: 0.3268, 0.3317 nm
(111) spacing excess over Si: 5.81 %
(111) elastic energy: 43.0 meV/atom
Modulus ratio M111/M001: 1.290 (no unit)
Misfit range from input rounding: -4.24 to -3.89 %
(001) e_perp range from rounding: 2.79 to 3.22 %
(111) e_perp range from rounding: 1.37 to 1.67 %
(110) stress/e along [001], [1-10]: 156.5, 194.1 GPa
(112) magnitude of tensor shear/e: 0.1823 (no unit)
Rough Ge C111,C112,C123: -700, -400, -20 GPa
Rough Ge C144,C155,C456: -20, -300, -50 GPa
(001) e_perp, geometric nonlinearity only: 2.90 %
(001) e_perp, with third-order constants: 2.92 %
(111) e_perp, geometric nonlinearity only: 1.47 %
(111) e_perp, with third-order constants: 1.65 %
Expansion Si, Ge: 3, 6 1e-6/K; rise 500 K
Change of misfit at growth temperature: -0.143 %
Average shear modulus, Poisson ratio: 56.6 GPa, 0.200
Burgers length, useful component: 0.400, 0.200 nm
(001) rough critical thickness: 1.9 nm = 13 atomic layers
(001) elastic energy per area at that thickness: 0.44 J/m2
Substrate thickness: 0.5 mm
Substrate surface strain, equal moduli assumed: 6.1e-07 (no unit)
```
